# Magnetic anisotropy linear in spin-orbit coupling from a degenerate d doublet

The usual perturbative estimate of magnetic anisotropy is the square of the spin-orbit constant divided by an orbital energy gap. For an electron in a degenerate pair of orbitals that are connected by the orbital angular momentum, that estimate fails, because the gap within the pair is zero. Replacing it by the distance to the next level does not help. With a spin-orbit constant of 60 meV and the next level 1000 meV away, the estimate is \(60^2/1000=3.6\) meV, whereas the anisotropy turns out to be close to 60 meV. The angular law changes too: the energy follows \(-|\cos\theta|\) and has a cusp where the smooth law \(-\cos^2\theta\) has a rounded maximum.

Consider one electron in a d shell whose lowest orbitals are \(xy\) and \(x^2-y^2\). Its Hamiltonian is

\[
H=H_{\rm cf}+\xi\,\mathbf L\cdot\mathbf S-\Delta\,\mathbf n\cdot\mathbf S .
\]

Here \(\mathbf L\) and \(\mathbf S\) are in units of \(\hbar\), \(\xi\) is the spin-orbit constant, and \(\mathbf n\) is the unit vector of the exchange field, at angle \(\theta\) to the symmetry axis \(z\). Since \(\mathbf n\cdot\mathbf S=\pm\tfrac12\), reversing the spin costs \(\Delta\). The crystal field \(H_{\rm cf}\) puts the doublet at zero, \(xz\) and \(yz\) at \(D_1\), and \(z^2\) at \(D_2\). Both \(\Delta\) and \(D_1\) are taken to be much larger than \(|\xi|\).

The degeneracy is a condition on the surroundings. The two orbitals are combinations of states with \(L_z=m=\pm2\), which depend on the azimuth as \(e^{\pm2i\varphi}\). A real potential \(V\) has equal expectation values in these two states, because their densities are equal. It can therefore split them only through

\[
\langle +2|V|-2\rangle\propto\int_0^{2\pi}e^{-4i\varphi}\,V\,d\varphi ,
\]

which picks out the fourth azimuthal harmonic. A planar ring of \(N\) equal charges contains only harmonics that are multiples of \(N\). Rings of three and six charges thus leave the doublet degenerate, and a ring of four splits it. Direct integration for charges at radius \(R\) and an orbital radius \(R/2\) gives a splitting of 0.104 in units of \(e^2/(4\pi\epsilon_0R)\) for four charges, and zero to the printed digits for three and six. For the pair to consist purely of \(m=\pm2\) states, it must also be unmixed with \(xz\) and \(yz\). This holds if the site has a horizontal mirror plane, since those orbitals are odd in \(z\). On a threefold site without that mirror, as on a surface, the doublet can stay degenerate, but the mixing lowers its orbital moment below 2 and reduces the anisotropy.

The orbital angular momentum in the doublet follows from \(L_z=-i(x\partial_y-y\partial_x)\):

\[
L_z(xy)=-i(x^2-y^2),\qquad
L_z(x^2-y^2)=-i(-2xy-2xy)=4i\,xy .
\]

The normalized orbitals on the unit sphere are \(a=\mathcal N xy\) and \(b=\mathcal N(x^2-y^2)/2\). They share the constant \(\mathcal N\), because \(b\) is \(a\) turned by 45° about \(z\). Hence

\[
L_z a=-2i\,b,\qquad L_z b=2i\,a,\qquad
L_z(b\pm ia)=\pm2\,(b\pm ia).
\]

Each real orbital alone has \(\langle L_z\rangle=0\), but the degenerate pair can form states carrying \(\pm2\) at no cost in crystal-field energy. The operators \(L_x\) and \(L_y\) change \(m\) by one unit, so all their matrix elements between \(m=\pm2\) states vanish. The doublet can carry an orbital moment along \(z\) and none across it, and this is the source of the anisotropy.

Strong exchange locks the spin in the state with \(\mathbf n\cdot\mathbf S=\tfrac12\). With \(\mathbf n\) in the \(xz\) plane this state and its opposite are

\[
|{\uparrow}\rangle=\begin{pmatrix}c\\ s\end{pmatrix},\quad
|{\downarrow}\rangle=\begin{pmatrix}-s\\ c\end{pmatrix},\quad
c=\cos\tfrac\theta2,\ s=\sin\tfrac\theta2 .
\]

In the locked state \(\langle S_z\rangle=\tfrac12(c^2-s^2)=\tfrac12\cos\theta\) and \(\langle S_x\rangle=cs=\tfrac12\sin\theta\), so \(\langle\mathbf S\rangle=\mathbf n/2\). First-order degenerate perturbation theory requires the spin-orbit term to be projected on the two locked doublet states. In that projection \(\mathbf S\) becomes \(\mathbf n/2\), and only \(L_z\) survives from \(\mathbf L\):

\[
H_1=\frac{\xi}{2}\cos\theta\,L_z,\qquad
E_m=\frac{\xi m}{2}\cos\theta=\pm\xi\cos\theta .
\]

The electron takes the lower branch at each angle. Measured from the locked level without spin-orbit coupling,

\[
\boxed{E(\theta)=-|\xi|\,|\cos\theta|},\qquad
E(90^\circ)-E(0)=|\xi| .
\]

For \(\xi>0\) the lower branch has \(m=-2\) when \(\cos\theta>0\) and \(m=+2\) when \(\cos\theta<0\). The orbital moment flips as the spin passes through the plane, and the exchange of branches produces the absolute value. If the spin were swept through the plane too fast for the orbital moment to follow, \(m\) would stay fixed and the electron would climb the upper branch, \(+|\xi||\cos\theta|\). The result therefore assumes that the orbital state adjusts to the spin direction.

The shape of the energy affects the response of the magnet. For \(\xi>0\), near the easy axis,

\[
E\simeq-\xi+\tfrac12\xi\theta^2 ,
\]

while a law \(\xi\sin^2\theta\) with the same barrier would rise as \(\xi\theta^2\), twice as steeply. On the other hand, the slope \(dE/d\theta=\xi\sin\theta\) grows all the way to the plane and then changes sign abruptly. For the smooth law the slope \(\xi\sin2\theta\) is largest at 45° and falls to zero at the plane.

The filling of the doublet matters as much as its degeneracy. Two electrons of parallel spin occupy both branches, and their first-order energies \(+\xi\cos\theta\) and \(-\xi\cos\theta\) cancel. The full ten-state model at \(\xi=1\) meV then gives an anisotropy of \(-0.0013\,\xi\), a second-order remainder that favours the plane. It grows as \(\xi^2\) and reaches \(-4.9\) meV, or \(-0.08\,\xi\), at \(\xi=60\) meV with the parameters of the example below. Six electrons behave differently if five fill one spin direction and the sixth enters the doublet with opposite spin. The filled set contributes \(\tfrac12\xi\cos\theta\sum_m m=0\) at first order. The sixth electron has \(\langle\mathbf S\rangle=-\mathbf n/2\), which interchanges the two branches and leaves the lower energy at \(-|\xi||\cos\theta|\). The same model gives \(0.9997\,\xi\) for this filling.

The next order shows what finite \(\Delta\) and \(D_1\) change. Take \(\xi>0\) and \(0\le\theta<90^\circ\), so that the starting state is \(|-2,{\uparrow}\rangle\). Write

\[
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).
\]

Here \(L_-|-2\rangle=0\) and \(L_+|-2\rangle=\sqrt{6-2}\,|-1\rangle=2|-1\rangle\), so

\[
\mathbf L\cdot\mathbf S\,|-2,{\uparrow}\rangle
=-2\,|-2\rangle S_z|{\uparrow}\rangle+|-1\rangle S_-|{\uparrow}\rangle .
\]

The spin factors follow from the two column vectors:

\[
\langle{\downarrow}|S_z|{\uparrow}\rangle=-sc=-\tfrac12\sin\theta,
\]
\[
\langle{\uparrow}|S_-|{\uparrow}\rangle=sc=\tfrac12\sin\theta,\qquad
\langle{\downarrow}|S_-|{\uparrow}\rangle=c^2=\tfrac12(1+\cos\theta).
\]

There are thus three excited states to consider. The state \(|-1,{\uparrow}\rangle\) lies \(D_1\) higher and has matrix element \(\tfrac12\xi\sin\theta\). The state \(|-2,{\downarrow}\rangle\) lies \(\Delta\) higher and has matrix element \(\xi\sin\theta\). The state \(|-1,{\downarrow}\rangle\) lies \(\Delta+D_1\) higher and has matrix element \(\tfrac12\xi(1+\cos\theta)\). Each lowers the energy by its squared matrix element divided by its excitation energy:

\[
E_2=-\xi^2\left[\frac{\sin^2\theta}{4D_1}+\frac{\sin^2\theta}{\Delta}
+\frac{(1+|\cos\theta|)^2}{4(\Delta+D_1)}\right].
\]

The absolute value extends the formula beyond 90°: a half-turn about an in-plane axis maps \(\theta\) to \(180^\circ-\theta\) and \(m\) to \(-m\). At this order the states \(m=-2\) and \(m=+2\) are not coupled to each other, since one reaches \(m=-1\) and the other \(m=+1\), while the spin flip within the doublet preserves \(m\).

The numerical example uses \(\xi=60\) meV, \(\Delta=2000\) meV, \(D_1=1000\) meV and \(D_2=1500\) meV. The linear law gives a barrier of 60 meV, equivalent to 696 K. The second-order shift along the axis is

\[
E_2(0)=-\frac{60^2}{3000}=-1.2\ \text{meV},
\]

and in the plane it is

\[
E_2(90^\circ)=-60^2\left(\frac1{4000}+\frac1{2000}+\frac1{12000}\right)
=-3.0\ \text{meV}.
\]

The plane gains more, so the anisotropy falls by 1.8 meV to 58.2 meV. Diagonalizing the full model gives 58.1 meV for one electron and 59.0 meV for the six-electron filling. At 60° the linear law gives \(-30.0\) meV and the full model \(-32.7\) meV. Along the axis the full model already lies 1.2 meV below the linear law, so measured from the axis the departure at 60° is 1.5 meV of this 2.7 meV. The 1.2 meV is not a constant term: it comes from the coupling to \(|-1,{\downarrow}\rangle\), which falls to 0.675 meV at 60° and 0.3 meV at 90°. The full model also shows the reversal of the orbital moment, from \(-1.999\) at 60° to \(+1.999\) at 120°.

The spin is not perfectly locked when \(\Delta\) is finite. For \(m=-2\) the terms acting on the spin within the doublet combine into

\[
-\Delta\,\mathbf n\cdot\mathbf S-2\xi S_z
=-(\Delta\mathbf n+2\xi\hat{\mathbf z})\cdot\mathbf S .
\]

The added field has a component \(2\xi\sin\theta\) perpendicular to \(\mathbf n\), so the spin tilts towards \(z\) by about \(2\xi\sin\theta/\Delta\). At 60° this is \(120\times0.866/2000=0.052\) rad, or 2.98°, and the full model gives 2.88°. The angle \(\theta\) in the energy law is therefore that of the exchange field, and the spin follows it to within a few degrees.

A more serious departure is a splitting \(\delta\) between the two orbitals, caused for instance by strain. In the basis \((a,b)\) the locked doublet has the Hamiltonian

\[
\begin{pmatrix}-\delta/2&i\xi\cos\theta\\-i\xi\cos\theta&\delta/2\end{pmatrix},
\]

whose off-diagonal elements are \(\tfrac12\xi\cos\theta\) times those of \(L_z\). Its trace is zero and its determinant is \(-\delta^2/4-\xi^2\cos^2\theta\), so the lower eigenvalue and the anisotropy \(A=E(90^\circ)-E(0)\) are

\[
E=-\sqrt{\xi^2\cos^2\theta+\frac{\delta^2}{4}},\qquad
A=\sqrt{\xi^2+\frac{\delta^2}{4}}-\frac{|\delta|}{2}.
\]

For \(|\delta|\ll|\xi|\) this gives \(A\simeq|\xi|-|\delta|/2\): the linear law survives with a small loss, and the cusp is rounded where \(|\cos\theta|\) is below about \(|\delta|/(2|\xi|)\). For \(|\delta|\gg|\xi|\), expansion of the root gives

\[
E\simeq-\frac{|\delta|}{2}-\frac{\xi^2\cos^2\theta}{|\delta|},\qquad
A\simeq\frac{\xi^2}{|\delta|},
\]

which is the familiar quadratic law. The linear anisotropy is thus a property of a doublet whose splitting is small compared with the spin-orbit constant. For \(\xi=60\) meV and a splitting of 20 meV, the formula gives \(\sqrt{3600+100}-10=50.8\) meV. For a splitting of 400 meV it gives 8.8 meV, close to the limiting value \(3600/400=9.0\) meV. The finite \(\Delta\) and \(D_1\) of the example take off roughly another 2 meV in each case, a small part of the first value but about a fifth of the second. When \(\xi\) is doubled from 1 to 2 meV in the full model, with the other parameters fixed, the anisotropy grows with power 0.999 for the degenerate doublet and power 2.000 for the doublet split by 400 meV.

Even without strain the cusp is not perfectly sharp. At 90° a half-turn about \(\mathbf n\) interchanges \(m=+2\) and \(m=-2\) and leaves the spin direction unchanged, so the two states have equal diagonal energies. A gap must come from coupling between them. In this axial model each spin-orbit step changes \(m\) by at most one, so at least four steps are needed and the leading gap can be no larger than fourth order in \(\xi\). The numerical gap is 0.43 µeV at \(\xi=60\) meV, and its growth between 5 and 10 meV has power 4.007. Any strain splitting above the microelectronvolt scale will outweigh it. The gap \(g\) also sets how slowly the spin must cross the plane for the orbital moment to follow on its own. The Landau-Zener estimate requires a rate below \(2\pi(g/2)^2/(2\hbar\xi)\), which is about \(4\times10^3\) rad/s for the unstrained gap and about \(8\times10^{12}\) rad/s for a 20 meV splitting. A faster reversal of an unstrained site stays on the lower branch only if processes outside this model, such as vibrations, flip the orbital moment.

Temperature acts through the population of both branches. Suppose \(\mathbf n\) is held fixed, the two branches are in thermal equilibrium, and the higher levels are empty. The partition function and free energy are

\[
Z=e^{\xi\cos\theta/k_BT}+e^{-\xi\cos\theta/k_BT}
=2\cosh\frac{\xi\cos\theta}{k_BT},\qquad F=-k_BT\ln Z ,
\]

and the free-energy anisotropy is

\[
F(90^\circ)-F(0)=k_BT\ln\cosh\frac{\xi}{k_BT}.
\]

For \(k_BT\ll|\xi|\) this tends to \(|\xi|-k_BT\ln2\). The loss is the entropy of the two branches that meet at 90°, which lowers the free energy of the hard direction. For \(k_BT\gg|\xi|\) it becomes \(\xi^2/(2k_BT)\), so heat also turns the linear law into a quadratic one. At 300 K, \(k_BT=25.85\) meV and the formula gives

\[
25.85\times\ln\cosh(2.32)=42.3\ \text{meV},
\]

about 29% below the zero-temperature linear law. The full model gives 40.4 meV, and 39.4 meV when the 20 meV splitting is added.

The strain thus costs about 9 meV at zero temperature and only about 1 meV at 300 K. The reason lies in the hard direction. At zero temperature the electron there gains the whole \(|\delta|/2=10\) meV. At 300 K both levels are populated, and expanding \(-k_BT\ln[2\cosh(\delta/2k_BT)]\) gives a gain of only \(\delta^2/(8k_BT)\approx1.9\) meV. Along the axis the splitting lowers the energy by about \(\delta^2/(8\xi)\approx0.8\) meV in both cases.

For a memory element the barrier must be compared with the thermal energy. With heat and strain included, one site has a barrier of \(39.4/25.85=1.52\,k_BT\), far too little to hold a bit at room temperature. If a barrier of 60 \(k_BT\) is taken as a rough target for long retention, \(60/1.52\) gives 40 sites after rounding up. This count assumes that the sites turn together as one rigid moment and that each keeps its own doublet with one active electron.

The parameters are rough values for an iron-like 3d atom on an axial site, for which a spin-orbit constant of some 50 meV and an exchange splitting of a few eV are typical. The gap of 1000 meV to \(xz\) and \(yz\) may be on the high side for a weakly bound atom. Halving it changes the second-order correction from \(-1.8\) to about \(-2.5\) meV, which hardly matters. Isolated 3d atoms on suitable surfaces are known to reach anisotropies of some tens of meV. That is the scale found here, but the agreement does not show that this particular doublet is the cause in those atoms, whose site symmetry and filling may differ. Ordinary magnetic films lie far lower, roughly at or below 1 meV per interface atom, and bulk cubic iron lies at microelectronvolts per atom. The assumption that such metals break is that of an isolated degenerate level: their d states form bands with widths of electronvolts. The 400 meV splitting, which in the locked doublet already cuts the barrier from 60 to 8.8 meV, indicates the direction of the change but is no model of a band. The calculation also leaves out electron repulsion beyond the exchange field and the coupling of the doublet to vibrations beyond a static splitting, so 60 meV is the scale set by this model and not a prediction for a particular atom. The numerical output lists the main values.

## Calculated quantities

```
Lz eigenvalues in the doublet (hbar): [-2.  2.]
Doublet splitting by a planar ring of unit charges at radius R,
orbital radius R/2, in units of e^2/(4 pi eps0 R):
  3 charges: 0.00000
  4 charges: 0.10417
  6 charges: 0.00000
Spin-orbit constant xi: 60 meV
Exchange splitting: 2000 meV
Gap to xz, yz: 1000 meV; to z2: 1500 meV
Energy from the locked level without spin-orbit coupling (meV):
  theta (deg)   linear law   full model
       0         -60.00       -61.16
      30         -51.96       -53.63
      60         -30.00       -32.66
      80         -10.42       -13.46
      90          -0.00        -3.05
     120         -30.00       -32.66
     180         -60.00       -61.16
Anisotropy E(90)-E(0), linear law: 60.00 meV
  the same divided by kB: 696 K
Second-order change of anisotropy: -1.80 meV
Anisotropy, full model: 58.11 meV
Anisotropy, six electrons: 59.04 meV
Anisotropy/xi at xi = 1 meV, two electrons: -0.0013
Anisotropy/xi at xi = 1 meV, six electrons: 0.9997
Power of xi, degenerate doublet: 0.999
Power of xi, doublet split by 400 meV: 2.000
Orbital moment <Lz> at 60 deg: -1.999 hbar
Orbital moment <Lz> at 120 deg: 1.999 hbar
Spin tilt at 60 deg, full model: 2.88 deg
Spin tilt at 60 deg, formula: 2.98 deg
Gap at 90 deg, no strain: 0.433 micro-eV
Power of xi in that gap: 4.007
Strain splitting: 20 meV
Anisotropy with strain, formula: 50.83 meV
Anisotropy with 400 meV splitting, formula: 8.81 meV
  its limit xi^2/splitting: 9.00 meV
Temperature: 300 K; kBT: 25.85 meV
Free-energy anisotropy, formula: 42.33 meV
Free-energy anisotropy, full model: 40.43 meV
  full model with strain as well: 39.36 meV
Linear-law barrier / kBT: 2.32
Barrier with heat and strain / kBT: 1.52
Rigidly coupled sites for 60 kBT, heat and strain: 40
```
